# Leading relativistic correction to the helium ground-state energy: a program that tests the result

```python
"""Breit-Pauli alpha^2 correction for He 1^1S, basis exp(-a r1 - b r2 - c r12).
Tests: derivative formulas (sympy, Cartesian), singular integrals (log closed form),
exact delta identities, hydrogenic and Dirac limits, matrix elements against a 3D
quadrature, direct against regularized operators, and a second independent basis."""
import numpy as np, sympy as sp, mpmath as mp
from math import factorial as fac, pi
from scipy.constants import physical_constants as pc, fine_structure as alpha

# ---- spin factor, div W = 0, gradient and Laplacian formulas
sig = [np.array(m) for m in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]
sing = np.array([0, 1, -1, 0]) / np.sqrt(2)
s1s2 = (sing @ sum(np.kron(m, m) for m in sig) @ sing).real / 4
assert abs(-pi - 8 * pi / 3 * s1s2 - pi) < 1e-13
X = sp.symbols('x0:6', real=True)
pt = dict(zip(X, [0.3, -0.7, 0.5, -0.4, 0.2, 0.9]))
R1 = sp.sqrt(sum(q**2 for q in X[:3])); R2 = sp.sqrt(sum(q**2 for q in X[3:]))
RR = sp.sqrt(sum((X[i] - X[i + 3])**2 for i in range(3)))
for j in range(3):
    div = sum(sp.diff(int(i == j) / R1 + X[i] * X[j] / R1**3, X[i]) for i in range(3))
    assert abs(div.subs(pt)) < 1e-12
a_, b_, c_ = 1.7, 2.3, -0.2
f = sp.exp(-a_ * R1 - b_ * R2 - c_ * RR)
C1 = (R1**2 + RR**2 - R2**2) / (2 * R1 * RR); C2 = (R2**2 + RR**2 - R1**2) / (2 * R2 * RR)
for xs, p, Rp, Cp in ((X[:3], a_, R1, C1), (X[3:], b_, R2, C2)):
    lap = sum(sp.diff(f, q, 2) for q in xs) / f
    assert abs((lap - (p**2 + c_**2 - 2*p/Rp - 2*c_/RR + 2*p*c_*Cp)).subs(pt)) < 1e-11
for i in range(3):
    e_i = (X[i] - X[i + 3]) / RR
    assert abs((sp.diff(f, X[i]) / f + a_ * X[i] / R1 + c_ * e_i).subs(pt)) < 1e-12
    assert abs((sp.diff(f, X[i+3]) / f + b_ * X[i+3] / R2 - c_ * e_i).subs(pt)) < 1e-12

# ---- integral engine in perimetric coordinates
r1, r2, r, u, v, w, x, s, t = sp.symbols('r1 r2 r u v w x s t', positive=True)
tn, tw = np.polynomial.legendre.leggauss(36); tn = (tn + 1) / 2; tw = tw / 2
SUB = [{r1: s/2, r2: (s*t + x)/2, r: (s*(1 - t) + x)/2},
       {r2: s/2, r1: (s*t + x)/2, r: (s*(1 - t) + x)/2},
       {r: s/2, r1: (s*t + x)/2, r2: (s*(1 - t) + x)/2}]

def recipe(expr):
    groups = [sp.Integer(0)] * 4
    for term in sp.Add.make_args(sp.expand(expr * r1 * r2 * r)):
        pw = term.as_powers_dict()
        neg = [i for i, q in enumerate((r1, r2, r)) if pw.get(q, 0) < 0]
        assert len(neg) <= 1
        groups[neg[0] if neg else 3] += term
    reg, sng = [], [{}, {}, {}]
    if groups[3] != 0:
        g = groups[3].xreplace({r1: (u + v)/2, r2: (u + w)/2, r: (v + w)/2})
        reg = [(m, float(cf)) for m, cf in sp.Poly(sp.expand(g), u, v, w).terms()]
    for k in range(3):
        if groups[k] != 0:
            P = sp.Poly(sp.expand(groups[k].xreplace(SUB[k]) * s), x, s, t)
            for (i, j, n), cf in P.terms():
                sng[k][(i, j)] = sng[k].get((i, j), 0) + float(cf) * tn**n * tw
    return reg, sng

def integrate(recs, al, be, ga):
    shape = al.shape
    A, B, C = [(q / 2).ravel() for q in (al + be, al + ga, be + ga)]
    out = {k: np.zeros_like(A) for k in recs}
    for k, (reg, _) in recs.items():
        for (i, j, n), cf in reg:
            out[k] += cf * fac(i)*fac(j)*fac(n) / (A**(i+1) * B**(j+1) * C**(n+1))
    for var, (P, Q, Cx) in enumerate(((A, B, C), (A, C, B), (B, C, A))):
        jmax = max([j for rc in recs.values() for (_, j) in rc[1][var]] + [-1])
        Dinv = 1 / (P[:, None] * tn + Q[:, None] * (1 - tn)); Dp = Dinv.copy()
        for jj in range(jmax + 1):
            for k, rc in recs.items():
                for (i, j), wt in rc[1][var].items():
                    if j == jj:
                        out[k] += fac(i) * fac(j) * (Dp @ wt) / Cx**(i + 1)
            Dp *= Dinv
    return {k: 2 * pi**2 * q.reshape(shape) for k, q in out.items()}

F = {'1': sp.Integer(1), 'i1': 1/r1, 'i2': 1/r2, 'ie': 1/r,
     'c1': (r1**2 + r**2 - r2**2)/(2*r1*r), 'c2': (r2**2 + r**2 - r1**2)/(2*r2*r)}
REC = {(p, q): recipe(F[p] * F[q]) for p in F for q in F
       if p <= q and (p, q) not in (('c1', 'c1'), ('c2', 'c2'))}
REC['oo'] = recipe(((r1**2 + r2**2 - r**2)/(2*r1*r2) - F['c1']*F['c2']) / r)

# singular integrals against the logarithmic closed form
mp.mp.dps = 40
for al, be, ga in ((3.1, 4.7, 0.6), (16.0, 2.6, -0.4), (4.0, 4.000001, 1.0)):
    glog = lambda p, q: 16 * mp.pi**2 * mp.log((p + ga)/(q + ga)) / (p*p - q*q)
    got = integrate({0: recipe(1/(r1*r2*r**2)), 1: REC[('ie', 'ie')]},
                    *[np.array([q]) for q in (al, be, ga)])
    P0 = (mp.mpf(al), mp.mpf(be))
    assert abs(got[0][0] / float(glog(*P0)) - 1) < 1e-12
    assert abs(got[1][0] / float(mp.diff(glog, P0, (1, 1))) - 1) < 1e-11

def build(a, b, c):
    N = len(a)
    a0, b0, c0 = a[:, None], b[:, None], c[:, None]
    A, B, C = [np.concatenate(q)[None, :] for q in ((a, b), (b, a), (c, c))]
    al, be, ga = a0 + A, b0 + B, c0 + C
    I = integrate(REC, al, be, ga)
    J = lambda p, q: I[(min(p, q), max(p, q))]
    l1 = lambda p, q: {'1': p*p + q*q, 'i1': -2*p, 'ie': -2*q, 'c1': 2*p*q}
    l2 = lambda p, q: {'1': p*p + q*q, 'i2': -2*p, 'ie': -2*q, 'c2': 2*p*q}
    wt = lambda op, key: sum(cf * J(k, key) for k, cf in op.items())
    grad = {'1': a0*A + b0*B + 2*c0*C, 'c1': a0*C + c0*A, 'c2': b0*C + c0*B}
    laps = (l1(a0, c0), l2(b0, c0), l1(A, C), l2(B, C))
    cross = lambda o1, o2: sum(cf * wt(o1, k) for k, cf in o2.items())
    M = dict(S=J('1', '1'), G=wt(grad, '1'), n=J('1', 'i1') + J('1', 'i2'), e=J('1', 'ie'),
             nn=J('i1', 'i1') + 2*J('i1', 'i2') + J('i2', 'i2'),
             ne=J('i1', 'ie') + J('i2', 'ie'), ee=J('ie', 'ie'),
             Gn=wt(grad, 'i1') + wt(grad, 'i2'), Ge=wt(grad, 'ie'),
             L12=(cross(laps[0], laps[3]) + cross(laps[2], laps[1])) / 2,
             OO=-0.25 * ((a0*B + A*b0)*I['oo'] - 2*grad['c1']*J('c1', 'ie')
                         - 2*grad['c2']*J('c2', 'ie') - 4*c0*C*J('1', 'ie')),
             dn=8*pi*(1/(be + ga)**3 + 1/(al + ga)**3), de=8*pi/(al + be)**3)
    # identities exact for every pair of functions
    L = lambda key: sum(wt(o, key) for o in laps)
    assert np.max(abs((L('1') + 2*M['G']) / M['S'])) < 1e-10
    assert np.max(abs((L('i1') + L('i2') + 2*M['Gn']) / (4*pi*M['dn']) + 1)) < 1e-10
    assert np.max(abs((L('ie') + 2*M['Ge']) / (8*pi*M['de']) + 1)) < 1e-10
    M = {k: q[:, :N] + q[:, N:] for k, q in M.items()}
    d = 1 / np.sqrt(np.diag(M['S']))
    return {k: d[:, None] * (q + q.T) / 2 * d for k, q in M.items()}, d

def solve(M, N, Z):
    lam, U = np.linalg.eigh(M['S'][:N, :N])
    T = U[:, lam > 1e-12] / np.sqrt(lam[lam > 1e-12])
    H = (M['G']/2 - Z*M['n'] + M['e'])[:N, :N]
    return T @ np.linalg.eigh(T.T @ H @ T)[1][:, 0], T.shape[1]

def values(M, c, Z, lam=1.0):
    N = len(c); nr = c @ M['S'][:N, :N] @ c
    q = {k: c @ m[:N, :N] @ c / nr for k, m in M.items()}
    V = -Z*q['n'] + lam*q['e']; E = q['G']/2 + V
    V2 = Z*Z*q['nn'] - 2*Z*lam*q['ne'] + lam*lam*q['ee']
    o = dict(E=E, V=V, T=q['G']/2, V2=V2, L12=q['L12'], oo=q['OO'], q=q,
             d1dir=q['dn']/2, d12dir=q['de'],
             d1=(4*(E*q['n'] + Z*q['nn'] - lam*q['ne']) - 2*q['Gn']) / (8*pi),
             d12=(4*(E*q['e'] + Z*q['ne'] - lam*q['ee']) - 2*q['Ge']) / (8*pi),
             p4=4*(E*E - 2*E*V + V2) - 2*q['L12'])
    o['E2'] = -o['p4']/8 + Z*pi*o['d1'] + pi*o['d12'] + o['oo']
    return o

# ---- 3D quadrature: R = r1+r2+r times six Duffy triangles, Cartesian vectors
gx, gw = np.polynomial.legendre.leggauss(18); gx = (gx + 1)/2; gw = gw/2
xi, eta = [q.ravel() for q in np.meshgrid(gx, gx, indexing='ij')]
wxy = np.outer(gw, gw).ravel() * xi / 6
eye, cen = np.eye(3), np.ones(3) / 3
bary = np.vstack([eye[i] + xi[:, None]*((eye[j] - eye[i])/2
                  + eta[:, None]*(cen - (eye[i] + eye[j])/2))
                  for i in range(3) for j in range(3) if i != j])
wang = np.tile(wxy, 6)
hx, hw = np.polynomial.legendre.leggauss(12)
edges = [0, 0.25, 0.75, 2, 5, 10, 18, 30, 48, 72]
Rn = np.concatenate([(p+q)/2 + (q-p)/2*hx for p, q in zip(edges, edges[1:])])
Rw = np.concatenate([(q-p)/2*hw for p, q in zip(edges, edges[1:])])

def grid(a, b, c, cf, Z):
    A, B, C, K = [np.concatenate(q) for q in ((a, b), (b, a), (c, c), (cf, cf))]
    cols = K[:, None] * np.stack([A**0, A, B, C, A*A + C*C, B*B + C*C, A*C, B*C], 1)
    U, Vv, W = bary.T
    s1, s2, s12 = (U + Vv)/2, (U + W)/2, (Vv + W)/2
    e1 = np.stack([np.ones_like(U), np.zeros_like(U)])
    e2 = np.stack([(s1**2 + s2**2 - s12**2)/(2*s1*s2), np.sqrt(U*Vv*W)/(2*s1*s2)])
    e = (s1*e1 - s2*e2) / s12
    ex = np.outer(s1, A) + np.outer(s2, B) + np.outer(s12, C)
    acc = np.zeros(7)
    for R, wR in zip(Rn, Rw):
        ps, Sa, Sb, Sc, Q1, Q2, Sac, Sbc = (np.exp(-R*ex) @ cols).T
        p1, p2, p12 = R*s1, R*s2, R*s12
        g1, g2 = -(Sa*e1 + Sc*e), -(Sb*e2 - Sc*e)
        L1 = Q1 - 2*Sa/p1 - 2*Sc/p12 + 2*Sac*(e1*e).sum(0)
        L2 = Q2 - 2*Sb/p2 - 2*Sc/p12 - 2*Sbc*(e2*e).sum(0)
        Vp = (-Z/p1 - Z/p2 + 1/p12) * ps; Hp = -(L1 + L2)/2 + Vp
        oo = -0.5 * ((g1*g2).sum(0) + (g1*e).sum(0)*(g2*e).sum(0)) / p12
        wgt = wang * wR * R*R * p1*p2*p12
        acc += np.array([wgt @ q for q in (ps*ps, ps*Hp, L1*L1 + L2*L2, L1*L2,
                                           oo, Vp*Vp, Hp*Hp)])
    return dict(zip(('E', 'p4', 'L12', 'oo', 'V2', 'H2'), acc[1:] / acc[0]))

# ---- hydrogenic and Dirac limits
Z = 2.0; one = np.ones(1)
h = values(build(Z*one, Z*one, 0*one)[0], one, Z, lam=0.0)
assert abs(h['E'] + Z*Z) < 1e-12 and abs(h['p4'] - 10*Z**4) < 1e-10 and abs(h['oo']) < 1e-12
assert abs(h['d1'] - Z**3/pi) < 1e-12 and abs(h['d12'] - Z**3/(8*pi)) < 1e-12
dirac = float(mp.taylor(lambda y: mp.sqrt(1 - Z*Z*y), 0, 2)[2])  # y = alpha^2
assert abs((-h['p4']/8 + Z*pi*h['d1'])/2 - dirac) < 1e-11
zt = 27/16
hz = values(build(zt*one, zt*one, 0*one)[0], one, Z); gz = grid(zt*one, zt*one, 0*one, one, Z)
E2z = -gz['p4']/8 + Z*pi*hz['d1dir'] + pi*hz['d12dir'] + gz['oo']
assert abs(gz['p4'] - 10*zt**4) < 1e-9 and abs(gz['oo']) < 1e-10
assert abs(E2z - (-1.25*zt**4 + Z*zt**3 + zt**3/8)) < 1e-9

def exponents(N, primes, box1, box2):
    k = np.arange(1, N + 1)
    out = []
    for p, (lo1, hi1), (lo2, hi2) in zip(primes, box1, box2):
        fr = np.mod(k*(k + 1)/2*np.sqrt(p), 1.0)
        out.append(np.where(k % 3 == 0, lo2 + (hi2 - lo2)*fr, lo1 + (hi1 - lo1)*fr))
    return out

setA = ((2, 3, 5), ((1.4, 4.1), (1.3, 3.5), (-0.25, 1.1)), ((1.5, 8), (1.5, 8), (0, 3.5)))
setB = ((7, 11, 13), ((1.2, 3.8), (1.2, 3.0), (-0.15, 1.3)), ((2, 7), (1, 6), (0.1, 3)))
cm = pc['hartree-inverse meter relationship'][0] / 100
print("All values in Hartree atomic units unless marked; Z = 2; overlap cutoff 1e-12")
print(f"alpha = {alpha:.10e}, alpha^2 = {alpha**2:.8e}, 1 hartree = {cm:.4f} cm^-1")
print(f"singlet <s1.s2> = {s1s2:.4f}")
for nm, st in (('A', setA), ('B', setB)):
    print(f"basis {nm}: primes {st[0]}, a,b,c intervals (bohr^-1) {st[1]}")
    print(f"   every third function: {st[2]}")
print(f"He+ 1s alpha^2 coefficient (Dirac series) = {dirac:.8f} hartree")
print(f"zeta=27/16: E = {hz['E']:.6f}, <p1^4+p2^4> = {gz['p4']:.6f}")
print(f"   d(r1) = {hz['d1dir']:.6f}, d(r12) = {hz['d12dir']:.6f}, E2 = {E2z:.6f}")

a, b, c = exponents(160, *setA)
M, d = build(a, b, c)
Es = []
for N in (40, 80, 160):
    cf, kept = solve(M, N, Z)
    o = values(M, cf, Z); g = grid(a[:N], b[:N], c[:N], cf*d[:N], Z)
    for k in ('E', 'L12', 'oo', 'V2'):          # matrix elements vs quadrature
        assert abs(o[k] - g[k]) < 1e-7, (N, k, o[k], g[k])
    E2dir = -g['p4']/8 + Z*pi*o['d1dir'] + pi*o['d12dir'] + g['oo']
    Es.append(o['E'])
    print(f"N = {N} (kept {kept}): E = {o['E']:.10f}, grid E = {g['E']:.10f} hartree")
    print(f"   variance ||R||^2 = {g['H2'] - g['E']**2:.3e} hartree^2")
    print(f"   <d(r1)>  direct {o['d1dir']:.7f}  regularized {o['d1']:.7f} bohr^-3")
    print(f"   <d(r12)> direct {o['d12dir']:.7f}  regularized {o['d12']:.7f} bohr^-3")
    print(f"   <p1^4+p2^4> direct {g['p4']:.5f}  regularized {o['p4']:.5f} bohr^-4")
    print(f"   E_oo matrix {o['oo']:.8f}  grid {g['oo']:.8f}")
    print(f"   E2 direct {E2dir:.6f}  regularized {o['E2']:.6f} hartree")
assert Es[2] < Es[1] < Es[0] and abs(o['V']/o['T'] + 2) < 1e-4
# direct values carry an error linear in the residual, hence the looser bounds
assert abs(o['d1dir']/o['d1'] - 1) < 1e-3 and abs(o['d12dir']/o['d12'] - 1) < 5e-3
assert abs(g['p4']/o['p4'] - 1) < 5e-4 and abs(E2dir - o['E2']) < 3e-3

MB, _ = build(*exponents(160, *setB))
oB = values(MB, solve(MB, 160, Z)[0], Z)
for k, tol in (('E', 5e-7), ('d1', 2e-5), ('d12', 2e-5), ('p4', 2e-3), ('oo', 2e-5), ('E2', 3e-4)):
    assert abs(o[k] - oB[k]) < tol, (k, o[k], oB[k])
print(f"basis B, N = 160: E = {oB['E']:.10f}, d1 = {oB['d1']:.7f}, d12 = {oB['d12']:.7f}")
print(f"   p4 = {oB['p4']:.5f}, E_oo = {oB['oo']:.8f}, E2 = {oB['E2']:.6f}")
q = o['q']
print("basis A, N = 160, ingredients (n = 1/r1+1/r2, e = 1/r12, G = sum|grad psi|^2):")
print(f"   -V/T = {-o['V']/o['T']:.8f}, <T> = {o['T']:.8f}, <V> = {o['V']:.8f}")
print(f"   <n> = {q['n']:.8f}, <e> = {q['e']:.8f}, <n^2> = {q['nn']:.7f}")
print(f"   <n e> = {q['ne']:.7f}, <e^2> = {q['ee']:.7f}, <V^2> = {o['V2']:.7f}")
print(f"   <G n> = {q['Gn']:.7f}, <G e> = {q['Ge']:.7f}, <lap1 psi lap2 psi> = {o['L12']:.6f}")
print("terms of E2 (hartree, to be multiplied by alpha^2):")
print(f"   mass-velocity        {-o['p4']/8:.6f}")
print(f"   one-electron Darwin  {Z*pi*o['d1']:.6f}")
print(f"   two-electron Darwin  {-pi*o['d12']:.6f}")
print(f"   spin-spin contact    {2*pi*o['d12']:.6f}")
print(f"   orbit-orbit          {o['oo']:.6f}")
print(f"   E2 total             {o['E2']:.6f}   |A-B| = {abs(o['E2'] - oB['E2']):.1e}")
dE = alpha**2 * o['E2']; dI = alpha**2 * (dirac - o['E2'])
print(f"Delta E = {dE:.6e} hartree = {dE*cm:.4f} cm^-1")
print(f"E + Delta E = {o['E'] + dE:.8f} hartree")
print(f"ionization shift = {dirac - o['E2']:.6f} alpha^2 = {dI:.4e} hartree = {dI*cm:.4f} cm^-1")
print("ALL CHECKS PASSED")
```

It prints:

```
All values in Hartree atomic units unless marked; Z = 2; overlap cutoff 1e-12
alpha = 7.2973525643e-03, alpha^2 = 5.32513544e-05, 1 hartree = 219474.6314 cm^-1
singlet <s1.s2> = -0.7500
basis A: primes (2, 3, 5), a,b,c intervals (bohr^-1) ((1.4, 4.1), (1.3, 3.5), (-0.25, 1.1))
   every third function: ((1.5, 8), (1.5, 8), (0, 3.5))
basis B: primes (7, 11, 13), a,b,c intervals (bohr^-1) ((1.2, 3.8), (1.2, 3.0), (-0.15, 1.3))
   every third function: ((2, 7), (1, 6), (0.1, 3))
He+ 1s alpha^2 coefficient (Dirac series) = -2.00000000 hartree
zeta=27/16: E = -2.847656, <p1^4+p2^4> = 81.091461
   d(r1) = 1.529613, d(r12) = 0.191202, E2 = 0.075085
N = 40 (kept 40): E = -2.9037053723, grid E = -2.9037053723 hartree
   variance ||R||^2 = 7.772e-04 hartree^2
   <d(r1)>  direct 1.8118624  regularized 1.8107141 bohr^-3
   <d(r12)> direct 0.1062466  regularized 0.1063584 bohr^-3
   <p1^4+p2^4> direct 108.31503  regularized 108.19086 bohr^-4
   E_oo matrix -0.13892975  grid -0.13892975
   E2 direct -1.960258  regularized -1.951600 hartree
N = 80 (kept 70): E = -2.9037232123, grid E = -2.9037232124 hartree
   variance ||R||^2 = 7.022e-05 hartree^2
   <d(r1)>  direct 1.8104811  regularized 1.8104449 bohr^-3
   <d(r12)> direct 0.1062732  regularized 0.1063481 bohr^-3
   <p1^4+p2^4> direct 108.18283  regularized 108.17515 bohr^-4
   E_oo matrix -0.13907604  grid -0.13907604
   E2 direct -1.952474  regularized -1.951506 hartree
N = 160 (kept 101): E = -2.9037243583, grid E = -2.9037243583 hartree
   variance ||R||^2 = 2.124e-06 hartree^2
   <d(r1)>  direct 1.8104393  regularized 1.8104298 bohr^-3
   <d(r12)> direct 0.1063376  regularized 0.1063456 bohr^-3
   <p1^4+p2^4> direct 108.17732  regularized 108.17596 bohr^-4
   E_oo matrix -0.13909421  grid -0.13909421
   E2 direct -1.951865  regularized -1.951729 hartree
basis B, N = 160: E = -2.9037243757, d1 = 1.8104291, d12 = 0.1063454
   p4 = 108.17621, E_oo = -0.13909505, E2 = -1.951766
basis A, N = 160, ingredients (n = 1/r1+1/r2, e = 1/r12, G = sum|grad psi|^2):
   -V/T = 1.99999971, <T> = 2.90372521, <V> = -5.80744957
   <n> = 3.37663409, <e> = 0.94581860, <n^2> = 17.4521326
   <n e> = 3.8418886, <e^2> = 1.4647699, <V^2> = 55.9057460
   <G n> = 19.7645923, <G e> = 5.6088439, <lap1 psi lap2 psi> = 7.133810
terms of E2 (hartree, to be multiplied by alpha^2):
   mass-velocity        -13.521995
   one-electron Darwin  11.375266
   two-electron Darwin  -0.334094
   spin-spin contact    0.668189
   orbit-orbit          -0.139094
   E2 total             -1.951729   |A-B| = 3.7e-05
Delta E = -1.039322e-04 hartree = -22.8105 cm^-1
E + Delta E = -2.90382829 hartree
ionization shift = -0.048271 alpha^2 = -2.5705e-06 hartree = -0.5642 cm^-1
ALL CHECKS PASSED
```
